# Designing pulses for enantiomer-selective transfer in a three-level chiral rotor: verification in Python

```python
# Result under test: three resonant pulses (areas pi/2, pi, pi/2) on the loop
# 0 -> a -> b -> 0 of a chiral asymmetric top, with orthogonal polarizations, give
#   P_b = (1 - eta*chi*sin(Phi))/2,   Phi = phi1 + phi2 - phi3,
# chi = sign(mu_a mu_b mu_c) in right-handed principal axes a, b, c,
# eta = e1.(e2 x e3) for the polarizations e1, e2, e3.
# Level 0 is J=0; levels a and b are the J=1 levels at B+C and A+C.
# Internal units: GHz, ns, debye. Rotor functions are real functions of the
# rotation matrix R[F, g] (lab axis F, body axis g); averages use quadrature.
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import expm

DEBYE = 1e-21 / const.c                      # C m
ROT = np.array([8.0, 5.0, 3.0])              # A, B, C in GHz
MU = np.array([1.2, 0.8, 1.0])               # |mu_a|, |mu_b|, |mu_c| in D
NU = np.array([ROT[1] + ROT[2], ROT[0] - ROT[1], ROT[0] + ROT[2]])
AREAS = np.array([np.pi / 2, np.pi, np.pi / 2])
PHASES = np.array([0.0, 0.0, np.pi / 2])     # Phi = -pi/2
POLS = np.eye(3)                             # x, y, z
MIRROR = np.array([1.0, 1.0, -1.0])          # mirror-image dipole signs
DT = 0.005                                   # ns

# ---- orientation quadrature, exact for the polynomial degrees needed ----
nodes, weights = np.polynomial.legendre.leggauss(6)
circle = 2 * np.pi * np.arange(8) / 8


def rot_z(t):
    return np.array([[np.cos(t), -np.sin(t), 0], [np.sin(t), np.cos(t), 0], [0, 0, 1]])


def rot_y(t):
    return np.array([[np.cos(t), 0, np.sin(t)], [0, 1, 0], [-np.sin(t), 0, np.cos(t)]])


R, W = [], []
for alpha in circle:
    for u, wt in zip(nodes, weights):
        for gamma in circle:
            R.append(rot_z(alpha) @ rot_y(np.arccos(u)) @ rot_z(gamma))
            W.append(wt / 2 / 64)
R, W = np.array(R), np.array(W)

# ---- J = 0, 1, 2 functions and rotational energies ----
LEVI = np.zeros((3, 3, 3))
for p in itertools.permutations(range(3)):
    LEVI[p] = np.linalg.det(np.eye(3)[list(p)])
GEN1 = -LEVI                                 # rotation generators about body axes
S = np.zeros((5, 3, 3))
for n, (i, j) in enumerate([(0, 1), (1, 2), (0, 2)]):
    S[n, i, j] = S[n, j, i] = 1 / np.sqrt(2)
S[3] = np.diag([1, -1, 0]) / np.sqrt(2)
S[4] = np.diag([-1, -1, 2]) / np.sqrt(6)
GEN2 = np.array([[[np.trace(S[m] @ (L @ S[n] - S[n] @ L)) for n in range(5)]
                  for m in range(5)] for L in GEN1])
h1 = -sum(ROT[g] * GEN1[g] @ GEN1[g] for g in range(3))
h2 = -sum(ROT[g] * GEN2[g] @ GEN2[g] for g in range(3))
e2, v2 = np.linalg.eigh(h2)
tensor = np.einsum('mij,pjk,nkl,pil->pmn', S, R, S, R, optimize=True)
f2 = np.sqrt(5) * np.einsum('pmn,nk->pmk', tensor, v2)
FUN = np.hstack([np.ones((len(W), 1)), np.sqrt(3) * R.reshape(-1, 9),
                 f2.reshape(-1, 25)])
ENERGY = np.concatenate([[0.0], np.tile(np.diag(h1), 3), np.tile(e2, 5)])
DIM = len(ENERGY)
assert np.allclose(FUN.T @ (W[:, None] * FUN), np.eye(DIM), atol=1e-12)
assert np.allclose(h1, np.diag([ROT[1] + ROT[2], ROT[0] + ROT[2], ROT[0] + ROT[1]]))
root = 2 * np.sqrt((ROT[1] - ROT[2])**2 + (ROT[0] - ROT[2]) * (ROT[0] - ROT[1]))
known = np.concatenate([ROT.sum() + 3 * ROT, 2 * ROT.sum() + np.array([-root, root])])
assert np.allclose(np.sort(known), e2)       # standard J=2 asymmetric-top levels

DIP = np.array([[FUN.T @ ((W * R[:, F, g])[:, None] * FUN) for g in range(3)]
                for F in range(3)])          # direction-cosine matrices


def index(F, g):
    return 1 + 3 * F + g


LEVEL_A = [index(F, 0) for F in range(3)]
LEVEL_B = [index(F, 1) for F in range(3)]

# derived dipole elements against quadrature, for every J<=1 pair
for F, g, F1, g1 in itertools.product(range(3), repeat=4):
    assert abs(DIP[F, g][index(F1, g1), 0] - (F == F1) * (g == g1) / np.sqrt(3)) < 1e-12
    for F2, g2 in itertools.product(range(3), repeat=2):
        law = 0.5 * LEVI[F1, F, F2] * LEVI[g1, g, g2]
        assert abs(DIP[F, g][index(F1, g1), index(F2, g2)] - law) < 1e-12


def dipole_along(mu, pol):
    return np.einsum('F,g,Fgij->ij', pol, mu, DIP)


def design_elements(mu):
    return np.abs([mu[0] / np.sqrt(3), mu[2] / 2, mu[1] / np.sqrt(3)])


def loop_elements(mu):
    """Signed elements 0-a, a-b, 0-b for polarizations x, y, z."""
    ax, bz = index(0, 0), index(2, 1)
    return np.array([dipole_along(mu, POLS[0])[ax, 0],
                     dipole_along(mu, POLS[1])[bz, ax],
                     dipole_along(mu, POLS[2])[bz, 0]])


def resonant_states(mu, phases, areas):
    """Three-state amplitudes after each pulse, resonant terms only."""
    psi, history = np.array([1, 0, 0], complex), []
    ratio = loop_elements(mu) / design_elements(mu)
    for k, (low, up) in enumerate([(0, 1), (1, 2), (0, 2)]):
        ham = np.zeros((3, 3), complex)
        ham[up, low] = -0.5 * areas[k] * ratio[k] * np.exp(-1j * phases[k])
        ham[low, up] = np.conj(ham[up, low])
        psi = expm(-1j * ham) @ psi
        history.append(psi)
    return history


def full_rotor(mu, pols, phases, areas, duration, initial=None):
    """All J<=2 states, oscillating fields, symmetric split propagation."""
    psi = np.eye(DIM, 1, dtype=complex) if initial is None else initial.astype(complex)
    steps = int(round(duration / DT))
    half = np.exp(-1j * np.pi * ENERGY * DT)[:, None]
    for k in range(3):
        w, V = np.linalg.eigh(dipole_along(mu, pols[k]))
        local = (np.arange(steps) + 0.5) * DT
        rate = 2 * areas[k] / (design_elements(mu)[k] * duration)
        wave = np.cos(2 * np.pi * NU[k] * (local + k * duration) + phases[k])
        drive = rate * np.sin(np.pi * local / duration)**2 * wave * DT
        kicks = np.exp(1j * np.outer(drive, w))[:, :, None]
        free = V.T @ (half**2 * V)
        c = V.T @ (half * psi)
        for kick in kicks:
            c = free @ (kick * c)
        psi = np.conj(half) * (V @ c)
    return psi


def level_pop(psi, states):
    return float(np.sum(np.abs(psi[states, 0])**2))


def general_law(chi, eta, Phi, areas):
    t1, t2, t3 = areas
    return ((np.cos(t1 / 2) * np.sin(t3 / 2))**2
            + (np.sin(t1 / 2) * np.sin(t2 / 2) * np.cos(t3 / 2))**2
            - 0.5 * eta * chi * np.sin(t1) * np.sin(t2 / 2) * np.sin(t3) * np.sin(Phi))


# ---- resonant pulse algebra with random areas, phases and dipole signs ----
rng = np.random.default_rng(4)
for _ in range(60):
    signs = rng.choice([-1.0, 1.0], 3)
    ph, ar = rng.uniform(0, 2 * np.pi, 3), rng.uniform(0, 2 * np.pi, 3)
    got = abs(resonant_states(MU * signs, ph, ar)[-1][2])**2
    assert abs(got - general_law(np.prod(signs), 1, ph[0] + ph[1] - ph[2], ar)) < 1e-11
    assert abs(np.prod(loop_elements(MU * signs)) + np.prod(MU * signs) / 6) < 1e-12

# ---- full rotor: only the sign of the triple product matters ----
SHORT, LONG = 50.0, 200.0
short_pop = {}
for signs in itertools.product([1.0, -1.0], repeat=3):
    psi = full_rotor(MU * np.array(signs), POLS, PHASES, AREAS, SHORT)
    short_pop[signs] = level_pop(psi, LEVEL_B)
    assert abs(short_pop[signs] - (1 + np.prod(signs)) / 2) < 0.005

# left-handed polarization set reverses the selection
swapped = level_pop(full_rotor(MU, POLS[::-1], PHASES, AREAS, SHORT), LEVEL_B)
assert swapped < 0.005

# coplanar polarizations cannot discriminate
flat = np.array([[1, 0, 0], [np.sqrt(0.5), 0, np.sqrt(0.5)], [0, 0, 1.0]])
flat_pop = [level_pop(full_rotor(m, flat, PHASES, AREAS, SHORT), LEVEL_B)
            for m in (MU, MU * MIRROR)]
assert abs(flat_pop[0] - flat_pop[1]) < 1e-8

# off-design areas and phase in the full rotor
odd_areas, odd_phases = np.array([1.0, 2.0, 0.7]), np.array([0.3, 0.5, 1.9])
odd_Phi = odd_phases[0] + odd_phases[1] - odd_phases[2]
odd = []
for m, chi in ((MU, 1), (MU * MIRROR, -1)):
    num = level_pop(full_rotor(m, POLS, odd_phases, odd_areas, SHORT), LEVEL_B)
    odd.append((num, general_law(chi, 1, odd_Phi, odd_areas)))
    assert abs(odd[-1][0] - odd[-1][1]) < 0.02   # off-resonant level shifts remain

# ---- the worked pulses; error must fall as pulses get longer and weaker ----
plus = full_rotor(MU, POLS, PHASES, AREAS, LONG)
minus = full_rotor(MU * MIRROR, POLS, PHASES, AREAS, LONG)
miss_long = 1 - level_pop(plus, LEVEL_B)
miss_short = 1 - short_pop[(1.0, 1.0, 1.0)]
assert miss_long < 1e-3 and level_pop(minus, [0]) > 0.999
assert miss_long < miss_short / 5
assert abs(np.linalg.norm(plus) - 1) < 1e-8

# ---- thermal start, all orientational states included ----
TEMP = 1.0
kT = const.k * TEMP / const.h * 1e-9
boltz = np.exp(-ENERGY / kT)
rows = [np.abs(full_rotor(m, POLS, PHASES, AREAS, SHORT, np.eye(DIM))[0])**2
        for m in (MU, MU * MIRROR)]


def excess(pop):
    n_plus, n_minus = rows[0] @ pop, rows[1] @ pop
    return (n_minus - n_plus) / (n_minus + n_plus)


thermal_num, thermal_law = excess(boltz), np.tanh(NU[0] / (2 * kT))
emptied = boltz.copy()
emptied[LEVEL_A] = 0
emptied_num = excess(emptied)
assert abs(thermal_num - thermal_law) < 0.01
assert emptied_num > 0.99

# ---- travelling waves: beams 1 and 3 along y, beam 2 along x ----
k_size = 2 * np.pi * NU * 1e9 / const.c
k_vec = k_size[:, None] * np.array([[0, 1, 0], [1, 0, 0], [0, 1, 0.0]])
assert np.allclose(np.sum(k_vec * POLS, axis=1), 0)
dk = k_vec[0] + k_vec[1] - k_vec[2]
dk_size, LENGTH = np.linalg.norm(dk), 0.01
gx, gw = np.polynomial.legendre.leggauss(12)
mean_pop = []
for m in (MU, MU * MIRROR):
    vals = [abs(resonant_states(m, PHASES - k_vec @ (dk / dk_size * x * LENGTH / 2),
                                AREAS)[-1][2])**2 for x in gx]
    mean_pop.append(np.dot(gw, vals) / 2)
contrast = mean_pop[0] - mean_pop[1]
contrast_law = np.sinc(dk_size * LENGTH / 2 / np.pi)
assert abs(contrast - contrast_law) < 1e-10

# ---- printed results ----
peak = 2 * AREAS * const.hbar / (design_elements(MU) * DEBYE * LONG * 1e-9)
print("Rotational constants A, B, C (GHz):", *ROT)
print("Dipole magnitudes a, b, c (D):", *MU)
print("Triple product, chi=+1 and chi=-1 (D^3): %.3f %.3f"
      % (np.prod(MU), np.prod(MU * MIRROR)))
print("Frequencies 0-a, a-b, 0-b (GHz):", *NU)
print("Polarization handedness eta: %.0f" % np.linalg.det(POLS))
print("Phases phi1, phi2, phi3 (rad): %.4f %.4f %.4f" % tuple(PHASES))
print("Pulse areas (rad): %.4f %.4f %.4f" % tuple(AREAS))
print("Duration of each sin^2 pulse (ns): %.0f" % LONG)
for name, m in (("chi=+1", MU), ("chi=-1", MU * MIRROR)):
    d = loop_elements(m)
    print(name, "signed elements d1, d2, d3 (D): %.4f %.4f %.4f" % tuple(d))
    print(name, "loop product d1 d2 d3 (D^3): %.4f" % np.prod(d))
print("Peak fields of pulses 1, 2, 3 (V/m): %.1f %.1f %.1f" % tuple(peak))
for name, m in (("chi=+1", MU), ("chi=-1", MU * MIRROR)):
    for k, state in enumerate(resonant_states(m, PHASES, AREAS)):
        clean = np.round(state, 4) + 0.0
        print(name, "amplitudes 0, a, b after pulse %d:" % (k + 1),
              *["%.4f%+.4fi" % (z.real + 0.0, z.imag + 0.0) for z in clean])
print("Full rotor, 200 ns pulses, chi=+1: P_0 = %.6f, P_b = %.6f"
      % (level_pop(plus, [0]), level_pop(plus, LEVEL_B)))
print("Full rotor, 200 ns pulses, chi=-1: P_0 = %.6f, P_b = %.6f"
      % (level_pop(minus, [0]), level_pop(minus, LEVEL_B)))
print("Missing transfer 1-P_b, chi=+1, 50 ns pulses: %.2e" % miss_short)
print("Missing transfer 1-P_b, chi=+1, 200 ns pulses: %.2e" % miss_long)
print("Eight sign choices, 50 ns: largest |P_b-(1+chi)/2| = %.2e"
      % max(abs(p - (1 + np.prod(s)) / 2) for s, p in short_pop.items()))
print("Left-handed polarizations, chi=+1, 50 ns: P_b = %.5f" % swapped)
print("Coplanar polarizations, chi=+1 and -1: P_b = %.6f %.6f" % tuple(flat_pop))
print("Off-design areas (rad): %.1f %.1f %.1f; Phi (rad): %.1f"
      % (*odd_areas, odd_Phi))
print("Off-design P_b, chi=+1: rotor %.4f, formula %.4f" % odd[0])
print("Off-design P_b, chi=-1: rotor %.4f, formula %.4f" % odd[1])
print("Temperature (K): %.1f; kT/h (GHz): %.3f" % (TEMP, kT))
print("Thermal excess of chi=-1 in level 0: rotor %.4f, formula %.4f"
      % (thermal_num, thermal_law))
print("Excess in level 0 with level a emptied first: %.5f" % emptied_num)
print("Wavevector mismatch (1/m): %.2f; sample length (m): %.2f" % (dk_size, LENGTH))
print("Sample-averaged P_b, chi=+1 and -1: %.4f %.4f" % tuple(mean_pop))
print("Sample-averaged contrast: %.4f, formula %.4f" % (contrast, contrast_law))
print("finished without a failed check")
```

Output:

```
Rotational constants A, B, C (GHz): 8.0 5.0 3.0
Dipole magnitudes a, b, c (D): 1.2 0.8 1.0
Triple product, chi=+1 and chi=-1 (D^3): 0.960 -0.960
Frequencies 0-a, a-b, 0-b (GHz): 8.0 3.0 11.0
Polarization handedness eta: 1
Phases phi1, phi2, phi3 (rad): 0.0000 0.0000 1.5708
Pulse areas (rad): 1.5708 3.1416 1.5708
Duration of each sin^2 pulse (ns): 200
chi=+1 signed elements d1, d2, d3 (D): 0.6928 -0.5000 0.4619
chi=+1 loop product d1 d2 d3 (D^3): -0.1600
chi=-1 signed elements d1, d2, d3 (D): 0.6928 0.5000 0.4619
chi=-1 loop product d1 d2 d3 (D^3): 0.1600
Peak fields of pulses 1, 2, 3 (V/m): 716.8 1986.4 1075.2
chi=+1 amplitudes 0, a, b after pulse 1: 0.7071+0.0000i 0.0000+0.7071i 0.0000+0.0000i
chi=+1 amplitudes 0, a, b after pulse 2: 0.7071+0.0000i 0.0000+0.0000i 0.7071+0.0000i
chi=+1 amplitudes 0, a, b after pulse 3: 0.0000+0.0000i 0.0000+0.0000i 1.0000+0.0000i
chi=-1 amplitudes 0, a, b after pulse 1: 0.7071+0.0000i 0.0000+0.7071i 0.0000+0.0000i
chi=-1 amplitudes 0, a, b after pulse 2: 0.7071+0.0000i 0.0000+0.0000i -0.7071+0.0000i
chi=-1 amplitudes 0, a, b after pulse 3: 1.0000+0.0000i 0.0000+0.0000i 0.0000+0.0000i
Full rotor, 200 ns pulses, chi=+1: P_0 = 0.000002, P_b = 0.999996
Full rotor, 200 ns pulses, chi=-1: P_0 = 0.999996, P_b = 0.000002
Missing transfer 1-P_b, chi=+1, 50 ns pulses: 7.04e-05
Missing transfer 1-P_b, chi=+1, 200 ns pulses: 4.40e-06
Eight sign choices, 50 ns: largest |P_b-(1+chi)/2| = 7.04e-05
Left-handed polarizations, chi=+1, 50 ns: P_b = 0.00004
Coplanar polarizations, chi=+1 and -1: P_b = 0.499981 0.499981
Off-design areas (rad): 1.0 2.0 0.7; Phi (rad): -1.1
Off-design P_b, chi=+1: rotor 0.4369, formula 0.4374
Off-design P_b, chi=-1: rotor 0.0314, formula 0.0309
Temperature (K): 1.0; kT/h (GHz): 20.837
Thermal excess of chi=-1 in level 0: rotor 0.1896, formula 0.1896
Excess in level 0 with level a emptied first: 0.99989
Wavevector mismatch (1/m): 88.92; sample length (m): 0.01
Sample-averaged P_b, chi=+1 and -1: 0.9837 0.0163
Sample-averaged contrast: 0.9674, formula 0.9674
finished without a failed check
```
